# A Front-Centred Moving Mesh for Coverage in Deep Narrow Pores

## Definitions and conventions

A cylindrical hole of diameter $d$ and depth $L$ is exposed at its mouth to precursor gas of constant density $n_0$. The gas density at depth $z$ is $n$, and the occupied fraction of wall sites is the coverage $\theta$. The algebra is in atomic units, with temperature $T$ as an energy. A molecule of mass $M$ has mean speed $c=\sqrt{8T/\pi M}$. Molecules collide with the walls far more often than with each other, so the Knudsen diffusivity $D=dc/3$ applies.

The wall receives $nc/4$ molecules per unit area and time. A fraction $b_0f(\theta)$ adsorbs, where $b_0$ is the initial sticking coefficient and $f(0)=1$. Langmuir sites have $f=1-\theta$. Each site occupies area $a_0$, and an adsorbed molecule desorbs at rate $\nu_d$. Hence, in physical time $t_p$,

$$
\frac{\partial\theta}{\partial t_p}=\frac{a_0cb_0}{4}f(\theta)n-\nu_d\theta .
$$

A cylinder has wall area $4/d$ per unit volume. If the gas adjusts quickly compared with the coverage, diffusion balances the net loss to the wall:

$$
D\frac{\partial^2n}{\partial z^2}=\frac{4}{a_0d}\frac{\partial\theta}{\partial t_p}.
$$

Set $u=n/n_0$, $x=z/\ell$ and $t=t_p/\tau$, with

$$
\tau=\frac{4}{a_0cb_0n_0},\qquad
\ell^2=\frac{Dd}{cb_0}=\frac{d^2}{3b_0}.
$$

Both sides of the gas equation then carry the factor $cb_0n_0/d$, which cancels. With $\kappa=\nu_d\tau$ and $\Lambda=L/\ell$,

$$
u_{xx}=\theta_t=f(\theta)u-\kappa\theta,\qquad
u(0,t)=1,\quad u_x(\Lambda,t)=0,\quad \theta(x,0)=0. \tag{1}
$$

The closed bottom passes no flux, and adsorption on its small area is neglected. The uptake is $S(t)=\int_0^\Lambda\theta\,dx$. It is also the depth, in units of $\ell$, of a fully covered region holding the same number of molecules.

## The reference: an exact translate

Let $\kappa=0$ and let the pore be semi-infinite. Define

$$
w=\int_0^\theta\frac{d\theta'}{f(\theta')},
$$

with $f>0$ below saturation and the integral diverging at $\theta=1$. Then $w_t=\theta_t/f=u$. Differentiating twice in $x$ gives $\partial_t w_{xx}=u_{xx}=\theta_t$, so $w_{xx}-\theta$ does not change with time. It vanishes initially, and therefore

$$
w_{xx}=\theta(w),\qquad w(0,t)=\int_0^t u(0,t')\,dt'=t. \tag{2}
$$

Multiply by $w_x$ and define $F(w)=\int_0^w\theta(w')\,dw'$. Since $w$ and $w_x$ vanish far inside the pore, integration gives $w_x^2=2F$. Exposure decreases with depth, which selects

$$
w_x=-\sqrt{2F(w)}. \tag{3}
$$

Let $w_h$ be the value of $w$ at half coverage and $x_h(t)$ its position, once the mouth has passed half coverage. Integrating (3) between this point and $x$,

$$
x-x_h(t)=\int_w^{w_h}\frac{dw'}{\sqrt{2F(w')}}. \tag{4}
$$

The right side contains no time. Coverage is thus a fixed function of $x-x_h$, within this model, even while the front slows. Integrating (3) from the mouth gives $x_h=\int_{w_h}^t dw'/\sqrt{2F(w')}$. Also $S=\int w_{xx}dx=-w_x(0,t)$. Hence

$$
S=\sqrt{2F(t)},\qquad \dot x_h=\frac{1}{S}. \tag{5}
$$

The gas profile has a fixed shape but a falling amplitude, because $u=w_t=\dot x_h\sqrt{2F(w)}$.

For Langmuir sites $w=-\ln(1-\theta)$, so $\theta=1-e^{-w}$ and $F=w-1+e^{-w}$. At short times $F(t)\simeq t^2/2$ and $S\simeq t$: the supply through the mouth has fallen only slightly. At long times $S\simeq\sqrt{2(t-1)}$, since molecules must diffuse through a growing covered section. At half coverage $w_h=\ln2$ and $f=1/2$. Since $\theta_x=f\,w_x$,

$$
|\theta_x|_h=\tfrac12\sqrt{2\ln2-1}=0.3108. \tag{6}
$$

A different site law changes the shape without destroying translation. If adsorption needs two adjacent free sites, and the occupied sites rearrange fast enough to stay randomly distributed, then $f=(1-\theta)^2$. This gives $w=\theta/(1-\theta)$, $\theta=w/(1+w)$ and $F=w-\ln(1+w)$. Half coverage lies at $w=1$, where $f=1/4$, so the slope is $\frac14\sqrt{2(1-\ln2)}=0.19585$. The numerical solution of (1) gives this value at 100, 300 and 600 ms in the example below. A fixed but unfamiliar profile may therefore indicate another $f$, whereas a profile that changes with time shows that an assumption behind (4) has failed.

## The moving mesh

The coordinate $y=x-S$ follows the front, but translation leaves every spacing unchanged. Concentration needs a stretching as well. Let $\zeta$ run uniformly from 0 to 1 in $N$ cells, and let

$$
x=S+B\sinh\eta,\qquad \eta=-A_-+(A_-+A_+)\zeta, \tag{7}
$$

$$
A_-=\sinh^{-1}\frac SB,\qquad A_+=\sinh^{-1}\frac{\Lambda-S}{B}.
$$

These values place the ends at $x=0$ and $x=\Lambda$. Since $B\cosh\eta=\sqrt{B^2+(x-S)^2}$, the local spacing is

$$
h\simeq\frac{x_\zeta}{N}=\frac{A_-+A_+}{N}\sqrt{B^2+(x-S)^2}. \tag{8}
$$

It is smallest at the front and grows away from it. The stretching length here is $B=1.5$. Far behind an irreversible front the gas profile is nearly linear, and a three-point diffusion formula is exact for a linear function, so wide cells do little harm there.

At fixed $\zeta$ a node moves with velocity $V=\dot S\,\partial x/\partial S$. Differentiating (7),

$$
\frac{\partial x}{\partial S}=1+B\cosh\eta\left[
-\frac{1-\zeta}{\sqrt{B^2+S^2}}
-\frac{\zeta}{\sqrt{B^2+(\Lambda-S)^2}}\right].
$$

At $\zeta=0$, $B\cosh\eta=\sqrt{B^2+S^2}$ and the derivative vanishes. It vanishes at $\zeta=1$ in the same way, so the pore ends stay fixed.

Place cell faces midway between nodes, and let $H_i$ be the width assigned to node $i$, with half cells at the ends. Denote the local net adsorption rate by $R_i=f(\theta_i)u_i-\kappa\theta_i$. A moving face sweeps covered wall into or out of a cell, which gives

$$
\frac{d(H_i\theta_i)}{dt}=H_iR_i+V_{i+1/2}\theta_{i+1/2}-V_{i-1/2}\theta_{i-1/2}.
$$

Face values are averages of the two adjacent nodes. The cell width obeys $\dot H_i=V_{i+1/2}-V_{i-1/2}$. Subtracting $\theta_i\dot H_i$ from both sides,

$$
H_i\dot\theta_i=H_iR_i+\tfrac12V_{i+1/2}(\theta_{i+1}-\theta_i)
+\tfrac12V_{i-1/2}(\theta_i-\theta_{i-1}). \tag{9}
$$

A uniform coverage is not altered by mesh motion. When the conservative form is summed over cells, the face terms cancel in pairs and the end velocities vanish. Mesh motion therefore creates no uptake, apart from time-integration error.

With $h_{i+1/2}=x_{i+1}-x_i$, the gas equation at an interior node is

$$
\frac{u_{i+1}-u_i}{h_{i+1/2}}-\frac{u_i-u_{i-1}}{h_{i-1/2}}=H_iR_i. \tag{10}
$$

The mouth has $u_0=1$. At the closed end the outward flux term is absent. One evaluation of the time derivatives then proceeds as follows:

1. Construct the nodes from the current $S$ using (7).
2. Solve the tridiagonal system (10) for $u_i$ at the current coverage.
3. Compute $\dot S=\sum_iH_iR_i$ and the mesh velocities.
4. Compute $\dot\theta_i$ from (9), and pass $\dot S$ and $\dot\theta_i$ to the time integrator.

## Discretization error

On a locally uniform mesh, Taylor expansion of (10) divided by $h$ gives

$$
\frac{u_{i+1}-2u_i+u_{i-1}}{h^2}=u_{xx}+\frac{h^2}{12}u_{xxxx}+O(h^4).
$$

If $V$ is locally constant, the mesh term in (9) becomes

$$
V\frac{\theta_{i+1}-\theta_{i-1}}{2h}=V\theta_x+\frac{Vh^2}{6}\theta_{xxx}+O(h^4).
$$

The second error is the price of moving the mesh; a fixed mesh does not have it. Smooth stretching adds further terms of order $N^{-2}$, so second-order convergence is expected.

The example has $\Lambda=34.64$. The largest nodal coverage error at 100, 300 and 600 ms, relative to (4), is $2.53\times10^{-3}$, $6.31\times10^{-4}$ and $1.57\times10^{-4}$ for 40, 80 and 160 cells. Each doubling reduces it by a factor of 4.0.

At 300 ms, $S=16.60$, $A_-=3.10$ and $A_+=3.18$. With 40 cells, (8) gives a front spacing of $1.5\times6.28/40=0.236$, against $34.64/40=0.866$ on a uniform mesh. Between coverages 0.05 and 0.95 there are 15 moving nodes but 6 fixed ones.

The squared spacing ratio is 13.5, yet the fixed-mesh error is $4.09\times10^{-3}$, a factor of 1.6 above the moving-mesh error. The shortfall comes mainly from the remapping term: the same stretched nodes, held fixed at their positions for the time of interest, give an error of about $2.5\times10^{-4}$, 16 times below the uniform mesh. Moving the nodes spends most of the accuracy gained by concentrating them.

The gain is larger for the scatter of the half-coverage slope, read from a cubic spline. Over the three times, with 40 cells, the range of this slope is $1.7\times10^{-4}$ on the moving mesh and $2.0\times10^{-3}$ on the fixed mesh. The fixed-mesh range comes from reading a slope off widely spaced nodes: the exact profile (4), sampled on the same uniform nodes and read with the same spline, scatters by $2.2\times10^{-3}$. A small range does not exclude a common bias, but it makes a changing profile easier to detect.

## Departure at a closed end

In a finite pore (2) still holds, but $w_x=0$ at $x=\Lambda$. With $w_L=w(\Lambda,t)$, the first integral becomes

$$
w_x^2=2[F(w)-F(w_L)].
$$

The profile now depends on $w_L$, which grows with time, so translation fails. While $w_L$ is small, the tail obeys $w_{xx}=w$ to leading order. The incoming tail is $Ce^{-(x-x_h)}$. To find $C$, separate the logarithm in (4):

$$
x-x_h=\ln\frac{\ln2}{w}+\int_w^{\ln2}\left[\frac1{\sqrt{2F(w')}}-\frac1{w'}\right]dw'.
$$

Taking $w\to0$ gives

$$
C=\ln2\,\exp\int_0^{\ln2}\left[\frac1{\sqrt{2F(w)}}-\frac1w\right]dw=0.778.
$$

The zero-flux condition requires a reflected term $Ce^{-(2\Lambda-x-x_h)}$. At the end the two terms are equal:

$$
w_L\simeq2Ce^{-(\Lambda-x_h)}. \tag{11}
$$

To leading order the end coverage is twice that of the translated wave, because molecules that would have gone deeper are returned.

## Departure caused by desorption

For Langmuir sites with $\kappa>0$, $w_t=u-\kappa\theta/f$, and the integration leading to (2) is lost. If the profile changes slowly, write $\theta=\Theta(\eta)$ with $\eta$ now denoting $x-x_h(t)$, and neglect its time derivative at fixed $\eta$. Then $\theta_t=-\dot x_h\Theta'$. Set $u=\dot x_hv$ and $k=\kappa/\dot x_h$. The gas equation becomes $v''=-\Theta'$. Since $v'$ and $\Theta$ vanish ahead of the front, integrating it and dividing the coverage equation by $-\dot x_h$ gives

$$
v'=-\Theta,\qquad \Theta'=-(1-\Theta)v+k\Theta. \tag{12}
$$

In the leading tail let $v\propto e^{-\lambda\eta}$. The first equation gives $\Theta=\lambda v$, and the linearized second gives $\lambda^2+k\lambda-1=0$. The decaying solution has

$$
\lambda=\sqrt{1+\frac{k^2}{4}}-\frac k2.
$$

Desorption lengthens the tail. Integrating (12) backwards from this tail to $\Theta=1/2$ gives the half-coverage slope $(v-k)/2$.

For weak desorption $\dot x_h\simeq1/S$, so $k\simeq\kappa S$ grows with depth. A slower front leaves more time for desorption. The neglected derivative is of order $\dot k\,\partial_k\Theta$, with $\dot k\simeq\kappa\dot S\simeq k/S^2$. Terms responsible for the departure are of order $\dot x_hk\,\partial_k\Theta\simeq(k/S)\partial_k\Theta$. The expected error, relative to the departure, is thus of order $1/S$. The approximation fails for shallow fronts and near the closed end.

## An alumina deposition example

The parameters are rough values in the regime of trimethylaluminium on a hydroxylated surface: $d=100$ nm, $L=20000$ nm, 500 K, 0.10 Torr, $b_0=0.01$, $a_0=0.25$ nm$^2$ and a mass of 72 u. They give

$$
\ell=\frac{100\ \mathrm{nm}}{\sqrt{3\times0.01}}=577.4\ \mathrm{nm},
\qquad \tau=2.1606\ \mathrm{ms}.
$$

For a 600 ms pulse, $t=600/2.1606=277.7$ and $S=\sqrt{2(277.7-1)}=23.52$, as the solver also gives. The half-coverage depths at 100, 300 and 600 ms are 5402, 9494 and 13489 nm. With 160 cells the slopes are 0.3108 to 0.3109 per reaction length, in agreement with (6). In physical units the slope is $5.38\times10^{-4}$ nm$^{-1}$.

At 1000 ms the front is 2546 nm from the bottom, or $4.409\ell$. Equation (11) gives $w_L=2(0.778)e^{-4.409}=0.0189$; the solver gives 0.0190. The end coverage is 0.0188, against 0.0094 for the translated wave. At 1100 ms, with 1683 nm left, these coverages are 0.0814 and 0.0410. Within the diffusion model, the factor of two persists although the coverage has grown more than fourfold.

To show desorption, consider a hypothetical precursor with the same parameters but a desorption energy of 1.25 eV and an attempt rate of $10^{13}$ s$^{-1}$. This energy is not assigned to trimethylaluminium. At 500 K, $\kappa=0.00543$. At 200 ms, $k=0.073$ and the solver's slope is 0.2917, against 0.2903 from (12). At 600 ms, $k=0.126$ and the slopes are 0.27737 and 0.27595; the solver value carries a mesh bias slightly below $10^{-4}$. The reduction from the ideal slope grows from 6% to 11%. The local-wave error is 7% and then 4% of that reduction, consistent with the $1/S$ estimate. With the same attempt rate and temperature, an energy of about 1.36 eV would limit the slope loss at 600 ms to 1%.

## Real holes and neglected effects

An aspect ratio of 200 is demanding, and pulses near one second are long compared with the tens of milliseconds that can suffice on a flat wafer. The sticking coefficient is uncertain. In the diffusion limit, (6) makes the physical slope vary as $1/\ell\propto\sqrt{b_0}$, so a fourfold change in $b_0$ changes it about twofold. Real holes also break the assumption of constant diameter. Film growth of 0.1 nm per cycle removes 0.20% of the diameter each cycle, or 20% after 100 cycles. At fixed pulse time $S$ is unchanged and $\ell\propto d$, so penetration in that later cycle is also 20% smaller, provided the front remains far from the bottom.

The mouth itself resists flow. As a rough estimate, balancing $c(n_0-n)/4$ against the diffusive flux gives $1-u(0,t)=-\delta u_x(0,t)$, where $\delta=4D/(c\ell)=4d/(3\ell)=0.231$. This balance treats the outgoing molecules as isotropic; allowing for the net flux in the half-range currents gives $c(n_0-n)/2$ and half this $\delta$, so only its order is fixed. Integrating over time, with $w_0=w(0,t)$,

$$
t-w_0=\delta\sqrt{2F(w_0)}.
$$

The mouth value changes, but (4) does not: the front is delayed and keeps its shape. The uptake at 600 ms falls by 0.98% with $\delta=0.231$ and by 0.49% with half that value. An unchanged profile therefore does not prove that every assumption holds.

The gas inventory is $1.2\times10^{-5}$ of the site capacity, and diffusion across the pore takes about 0.03 ms, which supports the quasi-static balance. With a rough collision diameter of 0.6 nm and a total pressure of 1 Torr, the free path is about 320 hole diameters if every molecule has the precursor's mass. A lighter carrier gas shortens it at equal collision diameter, while its smaller diameter lengthens it; for argon, nitrogen or helium it stays at a few hundred hole diameters. The diffusion description also needs the diameter to be small compared with the reaction length. Here $d/\ell=0.17$, which is small but not negligible. Rare long flights between wall collisions carry molecules directly into the tail, which diffusion does not describe. The small coverages quoted near the closed end, and their factor of two over the translated wave, therefore belong to the diffusion model. The free-molecular wall balance for the same cylinder, with diffuse reflection, gives end coverages of about 0.06 and 0.12 at 1000 and 1100 ms, roughly three to four times the coverage at that depth in a longer hole. It also places the half-coverage depths 160 to 200 nm shallower, lowers the uptake at 600 ms by about 1.1%, and gives a slope 1 to 1.5% below (6) that drifts from 0.308 to 0.306 between 100 and 600 ms. A drift of this size is therefore no evidence of desorption. The bottom has 0.125% of the sidewall area, so it hardly affects the total uptake. For the end coverage the relevant ratio is $\beta=d/(4\ell)=0.043$, which compares the bottom with the sidewall within one reaction length. If the bottom adsorbs like the wall, the factor 2 in (11) becomes $2/(1+\beta)$, and the small end coverages fall by about 4%. Heating by 50 K at fixed pressure, sticking and pulse time reduces the uptake depth at 600 ms by 2.4%.

## Calculated quantities

```
hole diameter 100 nm, depth 20000 nm
temperature 500 K, pressure 0.10 Torr
molecular mass 72 u, sticking 0.010
area per site 0.25 nm2
mean molecular speed 383.4 m/s
Knudsen diffusivity 0.1278 cm2/s
reaction length 577.4 nm; adsorption time 2.1606 ms
pore depth / reaction length 34.641
moving mesh, 40 cells: max coverage error 2.53e-03
moving mesh, 80 cells: max coverage error 6.31e-04
moving mesh, 160 cells: max coverage error 1.57e-04
fixed mesh, 40 cells: max coverage error 4.09e-03
nodes with coverage 0.05-0.95 at 300 ms: moving 15, fixed 6
slope scatter, 40 cells: moving 1.69e-04, fixed 1.98e-03
ideal half-coverage slope 0.31076 per reaction length
ideal half-coverage slope 5.383e-04 per nm
100 ms: half depth 5401.7 nm, slope 0.31083
  uptake/length: solver 9.51680, formula 9.51678
300 ms: half depth 9493.8 nm, slope 0.31085
  uptake/length: solver 16.60445, formula 16.60443
600 ms: half depth 13489.2 nm, slope 0.31084
  uptake/length: solver 23.52477, formula 23.52476
second-order sites: slope formula 0.19585
second-order slopes at 100, 300, 600 ms: 0.19585 0.19585 0.19585
tail amplitude 0.77796
1000 ms: front-to-end distance 2545.6 nm
  end coverage 0.01879, translated wave 0.00940
  end exposure w: solver 0.01897, reflection 0.01893
1100 ms: front-to-end distance 1683.2 nm
  end coverage 0.08142, translated wave 0.04099
  end exposure w: solver 0.08493, reflection 0.08430
desorption energy 1.25 eV, attempt rate 1.0e+13 1/s
desorption rate * adsorption time 0.00543
weak binding, 200 ms: desorption/speed ratio 0.0727
  slope: solver 0.29172, local wave 0.29032
weak binding, 600 ms: desorption/speed ratio 0.1261
  slope: solver 0.27737, local wave 0.27595
energy for 1% slope loss at 600 ms 1.356 eV
mouth resistance: uptake change at 600 ms -0.98 %
gas storage / site capacity 1.21e-05
gas diffusion time over pore 0.0313 ms
rough free path/diameter at 1 Torr total 324
diameter loss per cycle at 0.1 nm growth 0.20 %
diffusion correction scale (diameter/length)^2 0.030
bottom/sidewall area 0.125 %
uptake depth change for +50 K -2.36 %
```
